# How fine a q-grid the $T^3$ heat capacity needs

A stiff, nonmagnetic insulating crystal such as silicon at 10 K stores its heat almost entirely in long acoustic waves. A computer replaces the integral over these waves by a sum over an $N\times N\times N$ grid of wave vectors with spacing $\Delta q$. On a grid that contains $q=0$ the lowest nonzero phonon energy is $\hbar c\,\Delta q$, and if this is much larger than $kT$, no such mode is excited. This suggests the rule $\hbar c\,\Delta q<kT$. In the model treated here the rule is sufficient for 1 % accuracy but not necessary, and both the error and the freeze-out depend on how the point $\Gamma$ ($q=0$) is handled.

Hartree units are unnatural at 10 K, so energies are in meV, lengths in Å and speeds in km/s. Heat capacities are in $k_B$ per primitive cell.

## Model and single mode

The phonons are harmonic, with isotropic branches $\omega=c|\mathbf q|$. The lattice is fcc, with $\mathbf a_1=\frac a2(0,1,1)$, $\mathbf a_2=\frac a2(1,0,1)$, $\mathbf a_3=\frac a2(1,1,0)$ and cell volume $\Omega=a^3/4$. The condition $\mathbf a_i\cdot\mathbf b_j=2\pi\delta_{ij}$ gives $\mathbf b_1=\frac{2\pi}a(-1,1,1)$ and its permutations, of length $|b|=2\pi\sqrt3/a$. The grid is $\mathbf q=\sum_j(m_j+s)\mathbf b_j/N$ with $N$ consecutive integers $m_j$, and $s=0$ or $s=\frac12$. Define
$$\Delta q=|b|/N,\qquad \lambda=\hbar c/kT,\qquad \delta=\lambda\,\Delta q .$$

A mode has energy $\hbar\omega\,n(x)$ with $n=1/(e^x-1)$ and $x=\hbar\omega/kT$. Since $dx/dT=-x/T$, its heat capacity is $k_BE(x)$ with
$$E(x)=-x^2n'(x)=\frac{x^2e^x}{(e^x-1)^2}=\frac{(x/2)^2}{\sinh^2(x/2)} .$$
The last form shows that $E$ is even, with $E(0)=1$ and poles at $x=\pm2\pi i,\pm4\pi i,\dots$. At large $x$, $E=x^2e^{-x}(1-e^{-x})^{-2}=x^2e^{-x}(1+2e^{-x}+\dots)$. The grid result per branch is $C_N=N^{-3}\sum_{\mathbf q}E(\lambda|\mathbf q|)$, each $\mathbf q$ taken in the first zone.

## One integral and the Debye limit

Let $S(r)=\int_0^\infty n(x)\sin(xr)\,dx$. Inserting $n=\sum_{m\ge1}e^{-mx}$ and $\int_0^\infty e^{-mx}\sin(rx)\,dx=r/(m^2+r^2)$ gives $S=\sum_m r/(m^2+r^2)$. The sum follows from the Fourier series of $\cosh rt$ on $[-\pi,\pi]$. The antiderivative of $\cosh rt\cos mt$ is $(r\sinh rt\cos mt+m\cosh rt\sin mt)/(r^2+m^2)$, so the coefficients are $2r(-1)^m\sinh\pi r/[\pi(r^2+m^2)]$ and the mean is $\sinh\pi r/(\pi r)$. At $t=\pi$, where $\cos m\pi=(-1)^m$,
$$\cosh\pi r=\frac{\sinh\pi r}{\pi r}+\frac{2\sinh\pi r}{\pi}\sum_m\frac r{m^2+r^2},\qquad\text{so}\qquad S(r)=\frac\pi2\coth\pi r-\frac1{2r}.$$
Dividing the series of $\cosh u$ by that of $\sinh u$ gives $\coth u=1/u+u/3-u^3/45+\dots$. The sum expands as $r\zeta(2)-r^3\zeta(4)+\dots$, and the $r^3$ terms give $\zeta(4)=\pi^4/90$.

For $N\to\infty$ the grid average becomes $\Omega\int d^3q/(2\pi)^3$. If $\lambda|b|/2\gg1$, the integrand is negligible at the zone boundary, whose nearest point lies at $|b|/2$, and the integral extends over all $\mathbf q$. With $x=\lambda q$ and one partial integration,
$$\int_0^\infty x^2E\,dx=-\int_0^\infty x^4n'\,dx=4\int_0^\infty x^3n\,dx=4\sum_m\frac{3!}{m^4}=\frac{4\pi^4}{15},$$
$$C_D=\frac{4\pi\,\Omega}{(2\pi)^3\lambda^3}\cdot\frac{4\pi^4}{15}=\frac{2\pi^2}{15}\frac{\Omega}{\lambda^3}\propto T^3 .$$
For two transverse branches and one longitudinal branch, $3/c_D^3=2/c_T^3+1/c_L^3$ defines a speed $c_D$ such that the total $C_{\rm tot}$ is three times $C_D$ at $c_D$. Each branch has a weight $w\propto c^{-3}$ in the total. All errors below are relative to the Debye value.

## Coarse grid, $\delta\gg1$

In units of $2\pi/(aN)$ the unshifted grid consists of the integer triples that are all odd or all even. Around $\Gamma$ lie 8 points $(\pm1,\pm1,\pm1)$ at $\Delta q$ and 6 points of type $(\pm2,0,0)$ at $2\Delta q/\sqrt3$.

If the zero-frequency modes at $\Gamma$ are dropped, these shells give
$$C_N\approx\frac{8\delta^2e^{-\delta}}{N^3}\left[1+e^{-(2/\sqrt3-1)\delta}\right],$$
where the coefficient of the correction is $\frac68\cdot\frac43=1$. This is the freeze-out. As $\delta\propto1/T$, the leading term has $d\ln C/d\ln T=\delta-2$ instead of 3. The correction decays slowly, because $2/\sqrt3-1=0.155$.

If the $\Gamma$ modes are counted with their limit $E(0)=1$, nothing freezes out: the three branches saturate at $3/N^3$, independent of $T$.

For $s=\frac12$ the triples are displaced by $(\frac12,\frac12,\frac12)$. The nearest points are the 2 points $\pm(\frac12,\frac12,\frac12)$ at $\Delta q/2$, and then the 6 points of type $\pm(\frac32,-\frac12,-\frac12)$, farther by the factor $\sqrt{11/3}$. Their relative coefficient is $\frac62\cdot\frac{11}3=11$:
$$C_N\approx\frac{2(\delta/2)^2e^{-\delta/2}}{N^3}\left[1+11\,e^{-(\sqrt{11/3}-1)\delta/2}+2e^{-\delta/2}\right].$$
The freeze-out survives, with half the activation energy.

## Fine grid: the aliasing sum

Replace the summand by $F(\mathbf q)=\sum_{\mathbf G}E(\lambda|\mathbf q+\mathbf G|)$ over reciprocal lattice vectors. For $\mathbf q$ in the first zone every term with $\mathbf G\ne0$ has $|\mathbf q+\mathbf G|\ge|b|/2$, so the change is at most of order $E(\lambda|b|/2)$. The function $F$ is periodic, and it is smooth at $\Gamma$ because $E$ depends on $x^2=\lambda^2\mathbf q\cdot\mathbf q$ only. Write $F=\sum_{\mathbf R}f_{\mathbf R}e^{i\mathbf q\cdot\mathbf R}$ over lattice vectors. Since $e^{i\mathbf G\cdot\mathbf R}=1$, the zone integral for $f_{\mathbf R}$ and the sum over $\mathbf G$ join into an integral over all $\mathbf q$. Its angular part is $4\pi\sin(qR)/(qR)$, so with $r=R/\lambda$
$$f_{\mathbf R}=\frac{\Omega}{2\pi^2\lambda^3}\frac{J(r)}r,\qquad J(r)=\int_0^\infty xE\sin(xr)\,dx,\qquad f_0=C_D .$$
For $\mathbf R=\sum_jp_j\mathbf a_j$ the phase is $\mathbf q\cdot\mathbf R=2\pi\sum_j(m_j+s)p_j/N$. The grid average is a product of three geometric sums, each zero unless $p_j=Nn_j$ with integer $n_j$, and then equal to $e^{2\pi isn_j}$. With $\phi=f_{\mathbf R}/f_0$ and $\Gamma$ counted,
$$\frac{C_N}{C_D}-1=\sum_{\mathbf n\ne0}\sigma_{\mathbf n}\,\phi,\qquad \mathbf R=N\sum_jn_j\mathbf a_j,$$
with $\sigma=1$ for $s=0$ and $\sigma=(-1)^{n_1+n_2+n_3}$ for $s=\frac12$.

To find $J$, use $E=-x^2n'$ and integrate by parts; the boundary term $x^3n\sin(xr)$ vanishes at both ends:
$$J=\int_0^\infty n\,[3x^2\sin(xr)+rx^3\cos(xr)]\,dx=-(3S''+rS'''),$$
because $S''=-\int nx^2\sin(xr)\,dx$ and $S'''=-\int nx^3\cos(xr)\,dx$. The piece $-1/(2r)$ has second derivative $-1/r^3$ and third derivative $3/r^4$, so it contributes $-3/r^3+3/r^3=0$. No power-law tail in $R$ remains. For the other piece put $u=\pi r$, $\chi=\coth u$, $\eta=1/\sinh^2u$. Then $\chi'=-\eta$, $\eta'=-2\eta\chi$, $\chi''=2\eta\chi$, $\chi'''=-4\eta\chi^2-2\eta^2$, and
$$J=-\frac\pi2\left[6\pi^2\eta\chi-\pi^2u(4\eta\chi^2+2\eta^2)\right]=\pi^3\eta\,[u(2+3\eta)-3\chi],$$
using $\chi^2=1+\eta$. Dividing by $r\cdot4\pi^4/15=4\pi^3u/15$,
$$\phi(u)=\frac{15}4\eta\left[2+3\eta-\frac{3\chi}u\right],\qquad u=\frac{\pi R}\lambda .$$
At small $u$, $\eta=-\chi'=1/u^2-\frac13+u^2/15$, the bracket is $u^2/5+u^2/15=4u^2/15$, and $\phi\to1$ as it must. At large $u$, $\eta\to4e^{-2u}$ and $\chi\to1$:
$$\phi=30\,e^{-2u}\left(1-\frac3{2u}\right)+O(e^{-4u}).$$
The decay $e^{-2\pi R/\lambda}$ has the rate of the pole of $E$ at $2\pi i$. The correction $-3/(2u)$ is the only power correction, and it is not small at $u\approx4$. For $u\ge2$, $\chi<\frac43$ makes the bracket positive.

## Three error laws

Write $\mathbf R=\frac{Na}2(h,k,l)$; then $n_1+n_2+n_3=(h+k+l)/2$.

With $\Gamma$ counted and $s=0$, the 12 vectors of type $(1,1,0)$ have $R=Na/\sqrt2$, and the error is $12\phi(u)$, positive for $u\ge2$. The next shell adds $6\phi(\sqrt2u)$ from type $(2,0,0)$. Inserting $N/\lambda=|b|/\delta$ gives $2u=4\pi^2\sqrt{3/2}/\delta\approx48/\delta$. The error is thus exponentially small in $1/\delta$ with a large constant, which is why $\delta$ of several units is tolerable. The fastest branch has the largest $\lambda$ and the slowest decay, so it can dominate the error in spite of its small weight.

For $s=\frac12$, $\pm(1,1,0)$ have $\sigma=-1$ and $\pm(1,-1,0)$ have $\sigma=+1$, so the first shell cancels six against six. All six $(2,0,0)$ vectors have $\sigma=-1$, and the error is $-6\phi(\pi Na/\lambda)$. In the $(2,1,1)$ shell, reversing the sign of a component $\pm1$ changes $(h+k+l)/2$ by one, so it cancels in pairs. The twelve $(2,2,0)$ vectors have $(h+k+l)/2=0,\pm2$, giving the first correction $+12\phi(\sqrt2\pi Na/\lambda)$.

Dropping $\Gamma$ subtracts $3/N^3$ from the counted sum. With $(\lambda_D/N)^3=\delta_D^3a^3/(24\sqrt3\pi^3)$,
$$\frac3{N^3C_{\rm tot}}=\frac{15}{2\pi^2}\cdot\frac4{a^3}\cdot\frac{\delta_D^3a^3}{24\sqrt3\pi^3}=\kappa\,\delta_D^3,\qquad\kappa=\frac5{4\sqrt3\pi^5}=0.002358 .$$
The error is $-\kappa\delta_D^3$, algebraic, and its first correction is the exponentially small $+\sum12w\phi$. A tolerance $\epsilon$ needs $N\approx(3/\epsilon C_{\rm tot})^{1/3}$.

## Silicon at 10 K

Silicon has an fcc lattice with two atoms and three acoustic branches per cell. The inputs are rough recalled sizes: $a\approx5.4$ Å, $c_T\approx5.4$ km/s, $c_L\approx9$ km/s, optical modes near 60 meV. More digits are shown only to let the arithmetic be followed. The numerical check supplies the numbers.

With $kT=0.8617$ meV, $\lambda_T=35.54/0.8617\approx41.25$ Å and $\lambda_L=59.24/0.8617\approx68.74$ Å; $c_D=5.974$ km/s gives $\lambda_D=45.63$ Å. The optical modes have $x=69.6$ and $E=2.8\times10^{-27}$, and the linear T branch has $E(41.6)=1.5\times10^{-15}$ at the zone boundary, both negligible. Silicon's real transverse branches flatten well below this boundary energy, to roughly 14 meV at L, where $E\approx2\times10^{-5}$, about 1 % of the $C_{\rm tot}$ found below; this effect is left out of the model. Then $C_D=1.31595\times39.366/41.25^3=7.38\times10^{-4}$ for each T branch and $1.59\times10^{-4}$ for L, so $C_{\rm tot}=1.636\times10^{-3}$, or 6.8 mJ/(mol K) per mole of atoms (the $T^3$ law from silicon's cubic elastic constants, roughly 168, 65 and 80 GPa, is about 5 % higher, near 7.1), with $w_T=0.9025$ (both) and $w_L=0.0975$. The rule $\delta_D=1$ asks for $N=45.63\times2.0153=92$. Direct sums give $C_N/C_{\rm tot}$:

| $N$ | $\delta_D$ | dropped | counted | shifted |
|---|---|---|---|---|
| 4 | 22.99 | $6.5\times10^{-5}$ | 28.65 | 0.127 |
| 14 | 6.57 | 0.529 | 1.198 | 0.9901 |
| 23 | 4.00 | 0.857 | 1.0078 | 0.9999 |
| 57 | 1.61 | 0.9901 | 1.0000 | 1.0000 |
| 92 | 1.00 | 0.9976 | 1.0000 | 1.0000 |

At $N=4$ the gap is $\hbar c_T\Delta q=17.91$ meV and $\delta_T=20.78$. For one T branch with $\Gamma$ dropped the leading term is $5.094\times10^{-8}$; the correction $e^{-0.1547\times20.78}=0.040$ raises it to $5.30\times10^{-8}$, the grid value being $5.298\times10^{-8}$. The slope $\delta_T-2=18.78$ gains $3.21\times0.040/1.040=0.12$ from the correction, against 18.91 on the grid. On the shifted grid the ratio of grid to leading term is $1.0373/1.0364=1.0009$, and the bracket gives $1+0.0008+0.0001$. Counting $\Gamma$ gives $3/64=0.04688$, which overshoots by a factor of 29.

For 1 % with $\Gamma$ dropped, $N=(3/1.636\times10^{-5})^{1/3}=56.8$, and a scan over $N$ finds 57. At $N=92$ the error is $-0.00235$.

With $\Gamma$ counted, $\sum12w\phi=0.01$ is solved by $N=22.18$ and the scan finds 23. There $R=87.8$ Å and $u_L=4.013$. The leading term is $30e^{-8.026}=9.8\times10^{-3}$; the factor $1-1.5/4.013=0.626$ brings it to $6.14\times10^{-3}$, against the full $\phi=6.156\times10^{-3}$. The L branch contributes 0.00720 and the T branches 0.00039. The second shell, at $u=5.68$ with $\phi\approx2.6\times10^{-4}$, adds $6\times0.0975\times2.6\times10^{-4}=0.00015$, for a total of 0.0077 against 0.0078.

On the shifted grid the leading estimate 14.24 would round up to 15, but the scan finds 14. At $N=14$ the leading terms are $-0.01002-0.00120=-0.0112$. The $(2,2,0)$ shell has $u_L=\sqrt2\times3.455=4.89$ and $\phi\approx1.19\times10^{-3}$, and adds $12\times0.0975\times1.19\times10^{-3}=+0.0014$. The sum, $-0.0098$, is close to the grid's $-0.0099$ and just inside the tolerance.

For isotropic linear branches, and given the roughness of the inputs, the answer is about $60^3$ points with $\Gamma$ dropped, $20^3$ to $25^3$ with $\Gamma$ counted and about $15^3$ shifted, against about $90^3$ from the rule. Silicon's elastic anisotropy, left out here, changes these numbers: linear branches built from its cubic elastic constants need about the same $N$ with $\Gamma$ dropped or counted (56 and 23), but only about 11 on the shifted grid. Each error law depends on $\delta$ alone, so these $N$ scale as $1/T$.

## Anisotropy and dispersion

Let $D(\mathbf q)$ be the dynamical matrix with eigenvalues $(\hbar\omega)^2$, and $g(y)=E(\sqrt y)$, which is analytic with its nearest pole at $y=-4\pi^2$. The sum over branches is $\operatorname{Tr}g(D/(kT)^2)$. For finite-range forces $D$ is a trigonometric polynomial, so the summand is analytic at $\Gamma$ even where single branches are not, and its Fourier coefficients decay exponentially. A heuristic estimate of the rate continues $\mathbf q$ to an imaginary value along $\mathbf R$ until $(\hbar\omega)^2=-(2\pi kT)^2$; for $\mathbf R$ on a symmetry axis the fastest branch along it reaches the pole first. In a polar crystal the long-range dipole forces make $D$ direction-dependent at $\Gamma$, and the argument fails.

The program tests this on a monatomic fcc model with nearest-neighbour central springs, which is not silicon, with the longitudinal speed along $[100]$ set to 9 km/s. Along $[110]$ it is 10.062 km/s, so $\lambda=68.74\times10.062/9=76.85$ Å and the predicted rate per unit $N$ is $2\pi\times3.8184/76.85=0.312$. Relative to a shifted $48^3$ grid, the errors with $\Gamma$ counted are $1.21\times10^{-3}$ at $N=32$ and $1.08\times10^{-4}$ at $N=40$, a rate of 0.301; agreement is asserted to 10 %. A factor $2-3/u$ with $u=0.156N$ would lower the rate by 0.010, and it is a conjecture that this accounts for the gap. Dropping $\Gamma$ at $N=40$ gives $-0.0298$, against $-3/(N^3C)=-0.0299$.

Dispersion changes the converged value itself. A term $\omega=cq(1-\gamma q^2)$ enters through $\gamma q^2=\gamma x^2/\lambda^2$, so the first relative correction to $T^3$ is proportional to $T^2$. The spring model exceeds its own $T^3$ law by 0.0203 at 10 K and 0.0099 at 7.07 K, a ratio near 2. This is already twice the tolerance used above, so the grids found for silicon measure convergence of the sum, and the size of real silicon's departure from $T^3$ lies outside this model.

## Numbers as computed

```
rough inputs: a=5.4 A, cT=5.4 km/s, cL=9.0 km/s, E_opt=60.0 meV
T = 10.0 K, kT = 0.8617 meV, tolerance = 0.01
Omega = 39.366 A^3, |b| = 2.0153 1/A, a/sqrt2 = 3.8184 A
Debye integral = 25.97576, 2pi^2/15 = 1.31595, kappa = 0.002358
T: c=5.400 km/s, hbar c=35.54 meV A, lam=41.25 A, 1/lam=0.02424 1/A, N(delta=1)=83.1
L: c=9.000 km/s, hbar c=59.24 meV A, lam=68.74 A, 1/lam=0.01455 1/A, N(delta=1)=138.5
D: c=5.974 km/s, hbar c=39.32 meV A, lam=45.63 A, 1/lam=0.02192 1/A, N(delta=1)=92.0
C_D per branch: T 7.3824e-04, L 1.5946e-04 kB/cell
weights: T (both) 0.9025, L 0.0975
C_D total = 1.6359e-03 kB/cell = 6.80 mJ/(mol K) per mol atoms
optical mode: x = 69.6, E(x) = 2.8e-27 kB
lam_T |b|/2 = 41.6, E there = 1.5e-15 kB
C_N/C_D:  N  delta_D  dropped     counted    shifted
          4   22.99  6.4774e-05  28.65317  0.12699
          8   11.49  7.6557e-02  3.65819  0.82752
         12    7.66  3.8236e-01  1.44359  0.97507
         14    6.57  5.2921e-01  1.19751  0.99009
         16    5.75  6.4432e-01  1.09202  0.99604
         23    4.00  8.5708e-01  1.00780  0.99985
         24    3.83  8.7289e-01  1.00554  0.99991
         32    2.87  9.4440e-01  1.00037  1.00000
         48    1.92  9.8342e-01  1.00000  1.00000
         57    1.61  9.9010e-01  1.00000  1.00000
         92    1.00  9.9765e-01  1.00000  1.00000
N=4: dq=0.5038 1/A, hbar cT dq=17.91 meV, delta_T=20.78
N=4 one T branch, dropped: grid 5.2984e-08, formula 5.0938e-08 kB/cell
N=4 one T branch, shifted: grid 1.0373e-04, formula 1.0364e-04 kB/cell
N=4 counted: grid 0.04688, 3/N^3 = 0.04688 kB/cell
dlnC/dlnT: N=4 dropped 18.91 (delta_T-2=18.78); N=92 counted 3.0000
rule grid N=92: 778688 points, error with Gamma dropped -0.00235
1% dropped: N est 56.81, scan 57, 185193 points, dq=0.0354 1/A, delta_D=1.61, err=-0.0099
1% counted: N est 22.18, scan 23, 12167 points, dq=0.0876 1/A, delta_D=4.00, err=+0.0078
1% shifted: N est 14.24, scan 14, 2744 points, dq=0.1440 1/A, delta_D=6.57, err=-0.0099
counted N=23, R=87.8 A, T: u=6.689, phi=3.604e-05, 12 w phi=0.00039
counted N=23, R=87.8 A, L: u=4.013, phi=6.156e-03, 12 w phi=0.00720
shifted N=14, R=75.6 A, T: u=5.758, phi=2.211e-04, -6 w phi=-0.00120
shifted N=14, R=75.6 A, L: u=3.455, phi=1.713e-02, -6 w phi=-0.01002
spring model: C = 1.5677e-03 kB/cell, c_L[110] = 10.062 km/s
spring model excess over T^3: 0.0203 at 10.0 K, 0.0099 at 7.07 K
spring model counted error N=24,32,40: 1.28e-02, 1.21e-03, 1.08e-04
spring model decay rate per N: grid 0.301, predicted 0.312
spring model dropped error N=40: -0.0298, -3/(N^3 C) = -0.0299
```
